**Finite correlation length of a classical double-well chain**

The program diagonalizes the transfer kernel of a chain with site energy \(B(x^2-1)^2\) and neighbour coupling \((J/2)(x_{i+1}-x_i)^2\), where \(x\) is the displacement in units of its well value. The correlation length is \(\xi=a/\ln(\lambda_0/\lambda_1)\), with \(a\) the site spacing, \(\lambda_0\) the largest eigenvalue and \(\lambda_1\) the largest odd-parity one. The program asserts that the spectral formulas agree with a direct four-dimensional integral for a ring of four sites, and with Monte Carlo correlations of long rings at 200 K within five standard errors. It also asserts the signs of the two leading eigenfunctions, the susceptibility against the response to a small field, and the approach to the kink law between 60 K and 30 K. A further assertion compares the order-\(\hbar^2\) potential with the quantum partition function of a single site. For \(B=50\) meV, \(J=25\) meV and \(a=0.4\) nm, the output shows \(\xi\) growing from 0.35 nm at 600 K to 1.56 nm at 200 K and about 3.4 mm at 30 K, finite at each temperature computed. It also shows that a coupling of 0.66 meV to each of four neighbouring chains suffices for mean-field order at 200 K, well below the rough dipolar estimate of 7.9 meV.

## Numerical check

```python
"""Classical double-well chain: the polarization correlation length is finite for T > 0.

Energy in reduced displacement x = u/u0:
    E = sum_i [ B (x_i^2 - 1)^2 + (J/2) (x_{i+1} - x_i)^2 ]
Transfer kernel K(x,y) = exp(-beta [V(x)/2 + V(y)/2 + J (x-y)^2 / 2]).
Result under test: xi = a / ln(lam0/lam1), with lam0 the largest eigenvalue and lam1
the largest odd-parity one; at low T, xi -> a/(2 rho), rho = kink weight per bond.
B barrier, J coupling (meV); a spacing, u0 well displacement (nm); T temperature (K).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

KB = const.k / const.e * 1e3              # meV/K
B, J = 50.0, 25.0                         # meV
U0, A = 0.03, 0.4                         # nm
MASS, CHARGE, EPS_BACK = 200.0, 4.0, 6.0  # u, elementary charges, relative permittivity
# quantum energy scale hbar^2/(M u0^2) in meV
TQ = const.hbar**2 / (MASS * const.atomic_mass * (U0 * 1e-9)**2) / const.e * 1e3


def V(x):
    return B * (x**2 - 1)**2


def V2(x):
    return B * (12 * x**2 - 4)


def spectrum(T, quantum=0.0, n=200, L=3.0):
    """Even and odd eigenpairs (descending) on a midpoint half-line grid."""
    beta = 1 / (KB * T)
    h = L / n
    x = (np.arange(n) + 0.5) * h
    w = np.exp(-beta * (V(x) + quantum * beta * TQ / 24 * V2(x)) / 2)
    same = np.exp(-beta * J / 2 * (x[:, None] - x[None, :])**2)
    opposite = np.exp(-beta * J / 2 * (x[:, None] + x[None, :])**2)
    ww = h * np.outer(w, w)
    le, ve = eigh(ww * (same + opposite))
    lo, vo = eigh(ww * (same - opposite))
    return x, le[::-1], ve[:, ::-1], lo[::-1], vo[:, ::-1]


def xi_sites(T, **options):
    _, le, _, lo, _ = spectrum(T, **options)
    assert 0 < lo[0] < le[0]
    return -1 / np.log1p((lo[0] - le[0]) / le[0])


# --- ring of four sites: direct 4D integral against the spectral traces
T_ring = 300.0
g = np.linspace(-2.2, 2.2, 28)
hg = g[1] - g[0]
x1, x2, x3, x4 = np.meshgrid(g, g, g, g, indexing="ij", sparse=True)
energy = (V(x1) + V(x2) + V(x3) + V(x4)
          + J / 2 * ((x1 - x2)**2 + (x2 - x3)**2 + (x3 - x4)**2 + (x4 - x1)**2))
weight = np.exp(-energy / (KB * T_ring))
Z_direct = weight.sum() * hg**4
C_direct = (weight * x1 * x3).sum() / weight.sum()
x, le, ve, lo, vo = spectrum(T_ring)
X = ve.T @ (x[:, None] * vo)
Z_trace = (le**4).sum() + (lo**4).sum()
C_trace = 2 * (le**2 @ X**2 @ lo**2) / Z_trace
assert abs(Z_direct / Z_trace - 1) < 1e-6
assert abs(C_direct / C_trace - 1) < 1e-6

# --- spectrum at the main temperature: signs, positivity, correlations
T0 = 200.0
beta0 = 1 / (KB * T0)
x, le, ve, lo, vo = spectrum(T0)
psi0 = ve[:, 0] * np.sign(ve[:, 0].sum())
psi1 = vo[:, 0] * np.sign(vo[:, 0].sum())
assert psi0.min() > -1e-12 and psi1.min() > -1e-12
assert min(le.min(), lo.min()) > -1e-13 * le[0]
assert le[1] < lo[0]
amp = (psi0 @ (x[:, None] * vo))**2
ratio = lo / le[0]
xi0 = xi_sites(T0)
xi_square = -1 / np.log(le[1] / le[0])


def corr(n):
    return float(np.sum(amp * ratio**n))


# --- Monte Carlo sampling of long rings from the Boltzmann weight alone
rng = np.random.default_rng(7)
copies, sites, burn, sweeps = 200, 64, 600, 4000
s = rng.choice([-1.0, 1.0], size=(copies, sites))
distances = (0, 1, 4, 8)
acc = np.zeros((len(distances), copies))
count = 0
for sweep in range(sweeps):
    for p in (0, 1):
        old = s[:, p::2]
        other = s[:, 1 - p::2]
        near = other + np.roll(other, 1 if p == 0 else -1, axis=1)
        new = old * rng.choice([-1.0, 1.0], size=old.shape)
        new = new + rng.uniform(-0.5, 0.5, size=old.shape)
        dE = V(new) - V(old) + J * (new**2 - old**2) - J * near * (new - old)
        accept = rng.random(old.shape) < np.exp(-beta0 * np.maximum(dE, 0))
        s[:, p::2] = np.where(accept, new, old)
    if sweep >= burn and sweep % 5 == 0:
        for k, d in enumerate(distances):
            acc[k] += (s * np.roll(s, -d, axis=1)).mean(axis=1)
        count += 1
acc /= count
mc = acc.mean(axis=1)
err = acc.std(axis=1, ddof=1) / np.sqrt(copies)
for k, d in enumerate(distances):
    assert err[k] < 0.01 and abs(mc[k] - corr(d)) < 5 * err[k]
xi_mc = 4 / np.log(mc[2] / mc[3])
assert abs(xi_mc / xi0 - 1) < 0.1

# --- susceptibility: spectral sum against the response to a small field
chi = beta0 * np.sum(amp * (1 + ratio) / (1 - ratio))
xf = np.concatenate([-x[::-1], x])
field = 0.01
wf = np.exp(-beta0 * (V(xf) - field * xf) / 2)
Kf = np.outer(wf, wf) * np.exp(-beta0 * J / 2 * (xf[:, None] - xf[None, :])**2)
top = eigh(Kf)[1][:, -1]
chi_field = np.sum(top**2 * xf) / field
assert abs(chi_field / chi - 1) < 1e-3

# --- static kink: relaxed energy and Hessian determinant
m = 40
k = np.where(np.arange(m) < m // 2, -1.0, 1.0)
off = -J * (np.eye(m, k=1) + np.eye(m, k=-1))
for _ in range(30):
    full = np.concatenate([[-1.0], k, [1.0]])
    grad = 4 * B * k * (k**2 - 1) + J * (2 * k - full[:-2] - full[2:])
    k = k - np.linalg.solve(np.diag(V2(k) + 2 * J) + off, grad)
full = np.concatenate([[-1.0], k, [1.0]])
grad = 4 * B * k * (k**2 - 1) + J * (2 * k - full[:-2] - full[2:])
H_kink = np.diag(V2(k) + 2 * J) + off
H_uni = np.diag(V2(np.ones(m)) + 2 * J) + off
assert np.abs(grad).max() < 1e-9 and np.linalg.eigvalsh(H_kink).min() > 0
E_kink = V(k).sum() + J / 2 * (np.diff(full)**2).sum()
prefactor = np.exp(0.5 * (np.linalg.slogdet(H_uni)[1] - np.linalg.slogdet(H_kink)[1]))


def xi_kink(T):
    return np.exp(E_kink / (KB * T)) / (2 * prefactor)


dev60 = xi_sites(60.0) / xi_kink(60.0) - 1
dev30 = xi_sites(30.0) / xi_kink(30.0) - 1
assert abs(dev30) < 0.04 and 0.3 < dev30 / dev60 < 0.65

# --- grid convergence at the hardest temperature
shift = xi_sites(30.0, n=300, L=3.6) / xi_sites(30.0) - 1
assert abs(shift) < 1e-5

# --- quantum correction: one-site partition function by diagonalization
q = np.linspace(-2.4, 2.4, 241)
hq = q[1] - q[0]
d = np.arange(241)[:, None] - np.arange(241)[None, :]
kin = np.where(d == 0, np.pi**2 / 6, (-1.0)**np.abs(d) / np.where(d == 0, 1, d)**2)
levels = np.linalg.eigvalsh(TQ / hq**2 * kin + np.diag(V(q)))
Z_quantum = np.exp(-beta0 * levels).sum()
measure = hq / np.sqrt(2 * np.pi * TQ * beta0)
Z_classical = measure * np.exp(-beta0 * V(q)).sum()
Z_corrected = measure * np.exp(-beta0 * (V(q) + beta0 * TQ / 24 * V2(q))).sum()
assert abs(Z_quantum / Z_corrected - 1) < 0.15 * abs(Z_quantum / Z_classical - 1)
hw = np.sqrt(8 * B * TQ)
dq200 = 100 * (xi_sites(200.0, quantum=1.0) / xi_sites(200.0) - 1)
dq100 = 100 * (xi_sites(100.0, quantum=1.0) / xi_sites(100.0) - 1)

# --- coupling between chains: ordering threshold and rough dipolar size
J_threshold = 1 / (4 * chi)
dipole = CHARGE * const.e * U0 * 1e-9
side = dipole**2 / (4 * np.pi * const.epsilon_0 * EPS_BACK * (A * 1e-9)**3) / const.e * 1e3
j = np.arange(1, 200001, dtype=float)
chain_sum = 1 + 2 * np.sum((1 - 2 * j**2) / (1 + j**2)**2.5)
P = dipole / (A * 1e-9)**3 * 100

print(f"barrier B = {B:.0f} meV, coupling J = {J:.0f} meV")
print(f"well displacement u0 = {U0} nm, spacing a = {A} nm")
print(f"ion mass = {MASS:.0f} u, effective charge = {CHARGE:.0f} e")
print(f"background permittivity = {EPS_BACK:.0f} (relative)")
print(f"polarization of a fully displaced cell = {P:.1f} uC/cm2")
print(f"ring of 4, 300 K: Z direct {Z_direct:.8f}, traces {Z_trace:.8f}")
print(f"ring of 4, 300 K: <x1 x3> direct {C_direct:.8f}, traces {C_trace:.8f}")
print("T (K) | lam1/lam0 | xi (sites) | xi (nm) | kink law xi (nm)")
for T in (600.0, 300.0, 200.0, 100.0, 60.0, 30.0):
    xs = xi_sites(T)
    print(f"{T:.0f} | {np.exp(-1 / xs):.9f} | {xs:.5g} | {A * xs:.5g} | {A * xi_kink(T):.5g}")
print(f"relative grid shift of xi at 30 K = {shift:.1e}")
print(f"200 K: kT = {KB * T0:.3f} meV")
print(f"200 K: lam0 = {le[0]:.6f}, lam1 = {lo[0]:.6f}, next even = {le[1]:.6f}")
print(f"200 K: decay length of x^2 correlations = {xi_square:.4f} sites")
print(f"200 K: leading amplitude <0|x|1>^2 = {amp[0]:.5f}")
for i, n in enumerate(distances):
    print(f"200 K: <x0 x{n}> spectral {corr(n):.5f}, sampled {mc[i]:.5f} +- {err[i]:.5f}")
print(f"200 K: xi sampled = {xi_mc:.3f} sites, spectral = {xi0:.3f} sites")
print(f"200 K: chi spectral = {chi:.5f} /meV, from field = {chi_field:.5f} /meV")
print(f"kink energy = {E_kink:.4f} meV, innermost kink site x = {k[m // 2]:.4f}")
print(f"kink determinant prefactor = {prefactor:.4f}")
print(f"xi/kink law - 1: {100 * dev60:.2f} % at 60 K, {100 * dev30:.2f} % at 30 K")
print(f"well quantum hbar*omega = {hw:.3f} meV, hbar*omega/kB = {hw / KB:.1f} K")
print(f"one site, 200 K: Z quantum/classical = {Z_quantum / Z_classical:.6f}")
print(f"one site, 200 K: Z quantum/corrected = {Z_quantum / Z_corrected:.6f}")
print(f"quantum change of xi: {dq200:.2f} % at 200 K, {dq100:.2f} % at 100 K")
print(f"interchain coupling that orders at 200 K = {J_threshold:.4f} meV")
print(f"rough dipolar energy of two side-by-side cells = {side:.1f} meV")
print(f"dipole sum over a uniform neighbour chain = {chain_sum:.5f} (factor)")
print(f"rough dipolar coupling to that chain = {side * chain_sum:.2f} meV")
print("all assertions hold")
```

Running it gives:

```
barrier B = 50 meV, coupling J = 25 meV
well displacement u0 = 0.03 nm, spacing a = 0.4 nm
ion mass = 200 u, effective charge = 4 e
background permittivity = 6 (relative)
polarization of a fully displaced cell = 30.0 uC/cm2
ring of 4, 300 K: Z direct 0.60622307, traces 0.60622307
ring of 4, 300 K: <x1 x3> direct 0.44534085, traces 0.44534085
T (K) | lam1/lam0 | xi (sites) | xi (nm) | kink law xi (nm)
600 | 0.319136553 | 0.87555 | 0.35022 | 0.31621
300 | 0.573696975 | 1.7997 | 0.71987 | 0.74262
200 | 0.774433286 | 3.912 | 1.5648 | 1.744
100 | 0.980551298 | 50.916 | 20.366 | 22.589
60 | 0.999385488 | 1626.8 | 650.72 | 687.14
30 | 0.999999883 | 8.5789e+06 | 3.4316e+06 | 3.5066e+06
relative grid shift of xi at 30 K = -3.7e-09
200 K: kT = 17.235 meV
200 K: lam0 = 0.597610, lam1 = 0.462809, next even = 0.060600
200 K: decay length of x^2 correlations = 0.4369 sites
200 K: leading amplitude <0|x|1>^2 = 0.82546
200 K: <x0 x0> spectral 0.83356, sampled 0.83351 +- 0.00028
200 K: <x0 x1> spectral 0.63951, sampled 0.63937 +- 0.00049
200 K: <x0 x4> spectral 0.29691, sampled 0.29731 +- 0.00115
200 K: <x0 x8> spectral 0.10680, sampled 0.10796 +- 0.00146
200 K: xi sampled = 3.949 sites, spectral = 3.912 sites
200 K: chi spectral = 0.37727 /meV, from field = 0.37727 /meV
kink energy = 44.1430 meV, innermost kink site x = 0.8756
kink determinant prefactor = 1.4854
xi/kink law - 1: -5.30 % at 60 K, -2.14 % at 30 K
well quantum hbar*omega = 9.638 meV, hbar*omega/kB = 111.8 K
one site, 200 K: Z quantum/classical = 0.989319
one site, 200 K: Z quantum/corrected = 1.000026
quantum change of xi: -1.04 % at 200 K, -4.27 % at 100 K
interchain coupling that orders at 200 K = 0.6627 meV
rough dipolar energy of two side-by-side cells = 54.0 meV
dipole sum over a uniform neighbour chain = 0.14552 (factor)
rough dipolar coupling to that chain = 7.86 meV
all assertions hold
```
